Quarter-power carrier laws and the conductivity minimum of acceptor-doped oxides, part 1

(Sections cited here and not found follow in the second part.)

## First half: the carrier laws and the electronic minimum

### The question

An oxide crystal held at 1000 K exchanges oxygen with the gas around it. In reducing gas the crystal loses oxygen atoms, and each atom that leaves as part of a neutral molecule leaves two electrons behind. In oxidizing gas, oxygen enters vacant sites and takes up two electrons, which creates holes. The electronic conductivity is therefore large at both ends of the pressure scale and small between them. If the crystal also contains acceptors, then over a wide range of pressure it holds many oxygen vacancies that compensate the acceptor charge, and these conduct too.

Three questions follow. How do the electron and hole concentrations depend on oxygen pressure? Where does the electronic conductivity have its minimum? Does the total conductivity, vacancies included, have a minimum as well? A minimum at the crossing of the electron and hole concentrations might be expected, but in general neither minimum lies there.

### Assumptions and conventions

Concentrations are in cm⁻³. The symbol A is the acceptor concentration, V that of the oxygen vacancies, n that of the conduction electrons and p that of the holes. P is the oxygen pressure divided by 1 bar, so that it is a pure number inside logarithms; results are quoted in bar, and the constant K_R introduced below is quoted with the matching unit bar^(1/2). The assumptions are these.

(a) The crystal is uniform and in equilibrium with the gas. The acceptors cannot move or leave.

(b) Each acceptor carries charge −e and each vacancy +2e, relative to the perfect crystal. Here e is the positive elementary charge.

(c) Electrons, holes and vacancies are dilute, and their interactions are neglected.

(d) The gas is dry, so no protons enter. Cation vacancies are absent or are frozen in and counted in A.

(e) The mobilities do not depend on P.

The second half examines what happens when some of these assumptions are given up.

### Lemma 1: the two equilibrium laws

Under these assumptions

V n² P^(1/2) = K_R,  (1)

n p = K_i,  (2)

where K_R and K_i depend on temperature but not on P or A.

Proof. The exchange reaction turns one oxygen ion on its site into half a gas molecule, one vacancy and two conduction electrons. In equilibrium the Gibbs energy does not change when the reaction advances by one unit:

½ ζ_O₂ + ζ_V + 2E_F = 0.  (3)

Here ζ_O₂ is the chemical potential of the gas, E_F is the Fermi level, which is the chemical potential of the electrons, and ζ_V is the Gibbs energy of turning an occupied oxygen site into a vacant one. An electrostatic potential φ would add +2eφ for the vacancy and −2eφ for the two electrons. The sum is zero, so φ drops out.

Each of the three terms is now expressed through a concentration. For an ideal gas,

ζ_O₂ = ζ° + kT ln P.

V vacancies can be placed on N_O oxygen sites in W = N_O!/[V!(N_O − V)!] ways. Stirling's formula gives d(ln W)/dV = ln[(N_O − V)/V]. The entropy k ln W enters the Gibbs energy as −kT ln W, so

ζ_V = g_V + kT ln[V/(N_O − V)] ≈ g_V + kT ln(V/N_O),

where g_V is the Gibbs energy of one vacancy without the entropy of placement. The last form holds for V ≪ N_O.

When the Fermi level lies several kT below the conduction band edge E_C, the Fermi function reduces to a Boltzmann factor. The sum over the band then gives n = N_C exp[(E_F − E_C)/kT], with N_C the effective density of states. Hence

E_F = E_C + kT ln(n/N_C).

Inserted into (3), the three expressions give

½ζ° + g_V + 2E_C + kT ln[P^(1/2) (V/N_O)(n/N_C)²] = 0.

Solving for the product of concentrations yields (1), with

K_R = N_O N_C² exp[−(½ζ° + g_V + 2E_C)/kT].

A hole is an empty state in the valence band. The probability that a state is empty is one minus the Fermi function. When the Fermi level lies several kT above the band edge E_V, this is again a Boltzmann factor, and the sum over the band gives

p = N_v exp[(E_V − E_F)/kT],

with N_v the effective density of states of the valence band. In the product np the Fermi level cancels:

K_i = N_C N_v exp(−E_g/kT), E_g = E_C − E_V.  (4)

This completes the proof. The half power of P in (1) comes from the half molecule, and the square of n from the two electrons.

### Lemma 2: one carrier concentration fixes everything

The crystal is neutral. Positive charge on the left balances negative charge on the right:

2V + p = n + A.  (5)

With p = K_i/n this gives

V = ½(A + n − K_i/n).  (6)

The right side rises with n. It vanishes at a single positive value n₀, and V is positive for n > n₀. From (1),

P^(1/2) = K_R/(V n²).  (7)

Both V and n² rise with n, so P falls steadily as n rises. It tends to infinity as n approaches n₀ from above, where V goes to zero, and it tends to zero as n goes to infinity. Each pressure therefore belongs to one value of n, and each n > n₀ to one pressure.

This has a useful consequence. A conductivity written as a function of n has its minimum at the same physical state as the conductivity written as a function of P. The minimum can be sought in the simpler variable n, provided it lies at n > n₀.

### Theorem 1: the quarter-power laws

Let δ = (n − p)/A. Within the dilute model,

n = (2K_R/A)^(1/2) P^(−1/4) (1 + δ)^(−1/2),  (8)

p = K_i (A/2K_R)^(1/2) P^(1/4) (1 + δ)^(1/2).  (9)

When |n − p| ≪ A the last factors are close to one. The electron concentration then varies as P^(−1/4) and the hole concentration as P^(1/4).

Proof. By (5), V = (A/2)(1 + δ). Equation (1) gives

n² = K_R/(V P^(1/2)) = (2K_R/A) P^(−1/2)/(1 + δ).

The positive square root is (8), and p = K_i/n is (9).

The acceptors enter because they hold V at A/2. The vacancy concentration then drops out of the pressure dependence, and n² P^(1/2) is constant. The local exponent shows how this hold is lost. From (7),

ln P = 2 ln K_R − 2 ln V − 4 ln n.

Equation (6) gives dV/d(ln n) = n dV/dn = ½(n + K_i/n) = ½(n + p). Therefore

d(ln P)/d(ln n) = −(n + p)/V − 4,

and, after inversion,

d(ln n)/d(ln P) = −1/[4 + (n + p)/V].  (10)

Because ln p = ln K_i − ln n, the exponent of p is the same number with a positive sign. Three limits are of interest.

If n and p are both much smaller than V, the exponent is −1/4. The vacancies are fixed by the acceptors.

If electrons far outnumber both acceptors and holes, neutrality reads 2V = n. Then (n + p)/V = 2 and the exponent is −1/6. A crystal without acceptors shows this law in reducing gas.

If holes take over the compensation of the acceptors, V goes to zero while p approaches A. The exponent then goes to zero, since few vacancies remain that could take up oxygen.

### The worked example: concentrations

The example lies in the regime of strontium titanate with a shallow acceptor at T = 1000 K, where kT = 0.08617 eV. Its parameters are rough, rounded typical values:

A = 10¹⁹ cm⁻³, E_g = 2.6 eV at this temperature,

N_C = N_v = 10²¹ cm⁻³, N_O = 5 × 10²² cm⁻³,

K_R = 10⁴¹ cm⁻⁹ bar^(1/2),

μ_n = 0.1, μ_p = 0.07 and μ_V = 0.0005 cm²/Vs

for the drift mobilities of electrons, holes and vacancies. Equation (4) gives

K_i = 10⁴² exp(−2.6/0.08617) = 7.88 × 10²⁸ cm⁻⁶,

so that K_i^(1/2) = 2.81 × 10¹⁴ cm⁻³.

At 10⁻²⁰ bar the quarter-power law gives

n = (2 × 10⁴¹/10¹⁹)^(1/2) × 10⁵ = 1.414 × 10¹⁶ cm⁻³.

In oxygen of 0.2 bar, about its share in air, the law gives p = 3.73 × 10¹⁷ cm⁻³. Here δ is about −0.037, and the factor (1 + δ)^(1/2) = 0.98 lowers the result to 3.66 × 10¹⁷ cm⁻³.

The numerical output printed after this text was obtained without (1) and (2). It solves neutrality for the Fermi level, with Fermi–Dirac integrals for the bands and with the full site statistics of the vacancies. It gives 1.413 × 10¹⁶ and 3.66 × 10¹⁷ cm⁻³ for the two concentrations.

Formula (10) can be checked at 0.2 bar, where V = 4.817 × 10¹⁸ cm⁻³ and n is negligible:

(n + p)/V = 3.658 × 10¹⁷/(4.817 × 10¹⁸) = 0.0759,

−1/4.0759 = −0.2453.

The exponent found by numerical differentiation is also −0.2453. With the acceptors removed, the exponent at 10⁻²⁰ bar is −0.1667, the value −1/6 of the second limit. This supports the statement that the fixed vacancies cause the quarter power. At a formal pressure of 10⁶ bar, far outside the use of an ideal gas, the exponent is −0.085, on its way to the third limit.

### Theorem 2: the minimum of the electronic conductivity

The electronic conductivity is

σ_el = e(μ_n n + μ_p p).  (11)

Let S = (μ_n μ_p K_i)^(1/2). Then σ_el is nowhere smaller than 2eS. It takes this value where

μ_n n = μ_p p, that is, n_el = (K_i μ_p/μ_n)^(1/2),  (12)

provided that p_el − n_el < A, with p_el = K_i/n_el. For n_el and p_el much smaller than A, the pressure of the minimum is

P_el = [2K_R μ_n/(A K_i μ_p)]².  (13)

Proof. A square is not negative, so

[(μ_n n)^(1/2) − (μ_p p)^(1/2)]² = μ_n n + μ_p p − 2(μ_n μ_p np)^(1/2) ≥ 0.

Since np = K_i, this says σ_el ≥ 2eS. Equality requires the bracket to vanish, which is the first part of (12). Setting p = K_i/n there gives n² = K_i μ_p/μ_n. The state exists if V is positive, and by (6) this is the condition p_el − n_el < A. Finally, V ≈ A/2 and n_el² = K_i μ_p/μ_n in (7) give

P_el^(1/2) = K_R/[(A/2) K_i μ_p/μ_n] = 2K_R μ_n/(A K_i μ_p),

and the square of this is (13).

The minimum thus lies where the two partial conductivities cross. The concentrations cross elsewhere. At n = p = K_i^(1/2), equation (7) with V ≈ A/2 gives P_cross^(1/2) = 2K_R/(A K_i), so

P_cross = P_el (μ_p/μ_n)².  (14)

The two pressures agree if the mobilities are equal. If electrons are the more mobile carriers, the minimum lies on the oxidizing side of the crossing, because more holes are needed to match the electrons.

The shape of the curve also follows. In the quarter-power regime μ_n n = S(P/P_el)^(−1/4) and μ_p p = S(P/P_el)^(1/4), because both equal S at P_el. Their sum is

σ_el = 2eS cosh[¼ ln(P/P_el)].  (15)

On a logarithmic pressure scale the curve is symmetric about P_el. One decade away from the minimum the argument is 2.303/4 = 0.576, and σ_el is larger than its minimum by a factor of 1.17. The minimum is broad.

The height and the position carry different information. The height 2eS depends on the mobilities and on K_i, but not on K_R or A. The position depends on all of these quantities and varies as A^(−2) when the others are held fixed.

For the example,

P_el^(1/2) = (2 × 10⁴¹ × 0.1)/(10¹⁹ × 7.881 × 10²⁸ × 0.07) = 3.625 × 10⁻⁷,

P_el = 1.31 × 10⁻¹³ bar = 9.9 × 10⁻¹¹ Torr.

The concentrations cross at 0.49 times this pressure, 6.4 × 10⁻¹⁴ bar. Further,

S = (0.1 × 0.07 × 7.881 × 10²⁸)^(1/2) = 2.349 × 10¹³ cm⁻¹ V⁻¹ s⁻¹,

σ_el,min = 2 × 1.602 × 10⁻¹⁹ × 2.349 × 10¹³ = 7.5 × 10⁻⁶ S/cm.

The numerical minimization gives the same pressure and the same conductivity to the digits quoted.

## Second half: vacancy conduction and the limits of the result

### Symbols and results carried over

A, V, n and p are the concentrations of acceptors (charge −e), oxygen vacancies (+2e), electrons and holes. P is the oxygen pressure in bar, and μ_n, μ_p, μ_V are the drift mobilities. The first half established

V n² P^(1/2) = K_R, np = K_i, 2V + p = n + A.  (16)

P falls steadily as n rises, over the range of n in which V is positive. The quarter-power laws hold while n and p are much smaller than A. The local exponent of p is 1/[4 + (n + p)/V], and that of n is its negative. The electronic conductivity has its minimum 2eS, with S = (μ_n μ_p K_i)^(1/2), at the pressure P_el = [2K_R μ_n/(A K_i μ_p)]².

The example has T = 1000 K, A = 10¹⁹ cm⁻³, K_R = 10⁴¹ cm⁻⁹ bar^(1/2), K_i = 7.88 × 10²⁸ cm⁻⁶ and mobilities of 0.1, 0.07 and 0.0005 cm²/Vs for electrons, holes and vacancies. Its electronic minimum is 7.5 × 10⁻⁶ S/cm at 1.31 × 10⁻¹³ bar.

### Theorem 3: the minimum of the total conductivity

In a field F a vacancy drifts at speed μ_V F and carries charge 2e. The vacancies therefore contribute 2eμ_V V to the conductivity, and the total is

σ = e(μ_n n + μ_p p + 2μ_V V).  (17)

Define a = μ_n + μ_V and b = μ_p − μ_V. If b > 0, let

n* = (K_i b/a)^(1/2), p* = K_i/n* = (K_i a/b)^(1/2).  (18)

If b > 0 and p* − n* < A, then σ has a single minimum as a function of P. Its value and position are

σ_min = e[μ_V A + 2(K_i ab)^(1/2)],  (19)

P* = [K_R/(V* n*²)]², V* = ½(A + n* − p*).  (20)

If either condition fails, σ falls steadily as P rises, and there is no minimum at any finite pressure.

Proof. Neutrality gives 2V = A + n − p. Inserted into (17), it removes V:

σ/e = μ_n n + μ_p p + μ_V(A + n − p) = μ_V A + an + bp.  (21)

With p = K_i/n the derivative is

d(σ/e)/dn = a − bK_i/n².  (22)

Suppose first that b ≤ 0. The derivative is then positive for every n, so σ rises with n. Since P falls as n rises, σ falls as P rises.

Suppose next that b > 0. The derivative is negative for n < n*, zero at n* and positive for n > n*. The state n* can be reached if V is positive there, which is the condition A + n* − p* > 0. In that case σ has one minimum, at n*. There an* = bp* = (K_i ab)^(1/2), and (21) gives (19). Equation (20) is the first law of (16), solved for P.

If V is zero or negative at n*, then, because V rises with n, the whole allowed range lies at n > n*. There σ rises with n, and again it falls as P rises. This completes the proof.

The combination b = μ_p − μ_V has a direct meaning. When oxygen fills a vacancy in oxidizing gas, two holes appear. Each hole adds eμ_p to the conductivity and takes the place of half a vacancy, which had contributed eμ_V. Oxidation raises the conductivity only if the hole is the more mobile carrier of the same charge. In the same way each electron gained on reduction brings half a vacancy with it, and the two together contribute eμ_n + eμ_V.

Numerical solutions were made for both failures. With μ_V raised to 0.1 cm²/Vs and the other parameters of the example kept, b is negative, and σ fell at every step of a pressure grid from 10⁻²⁰ to 10 bar. With A lowered to 10¹³ cm⁻³ instead, p* − n* = 1.0 × 10¹⁴ cm⁻³ exceeds A, and σ fell at every step from 10⁻¹⁴ to 100 bar.

We now have the positions and values of the electronic and total conductivity minima, and the conditions under which each exists. It remains to evaluate the total minimum for the example, find the pressure range in which vacancy conduction dominates, and examine what changes when some of the assumptions are given up.

Numerical values quoted here were computed with a short program.
